\section*{Surface lifetime of a film with one recombining contact, part 1}

(Sections cited here and not found follow in the second part.)

\section{Decay modes, the two limits and the bounds}

\subsection{What has to be decided}

A semiconductor film carries a contact on one face. After a light pulse its excess carriers decay with a measured time constant, and the surface recombination velocity $S$ of the contact is wanted. Three procedures are open. One may ignore the time that carriers need to diffuse to the contact and write the lifetime as $L/S$, where $L$ is the film thickness. One may add a diffusion term and use
\begin{equation}
\tau_F=\frac{L}{S}+\frac{4L^2}{\pi^2D},
\label{eq:formula}
\end{equation}
where $D$ is the diffusion coefficient. Or one may solve the diffusion problem itself. In the example of the second half, the first procedure gives an $S$ that is 21\% too low and the second an $S$ that is 5\% too high. The third costs one evaluation of a tangent.

Equation~\eqref{eq:formula} is not the solution of the diffusion problem. It is an interpolation that becomes correct when the contact is very weak and when it is very strong. In between it lies above the true lifetime, by at most about 5\% of that lifetime. These statements are derived below.

\subsection{The model and its signs}

The film fills $0<x<L$ and is uniform in the other two directions. Let $n(x,t)$ be the density of excess minority carriers, taken here as electrons in a p-type film. The assumptions are as follows.

\begin{itemize}
\item The excess density is small compared with the hole density (low injection), so every bulk loss is proportional to $n$. All bulk losses together have the rate $n/\tau_b$.
\item There is no electric field in the film, and $D$ is the same everywhere.
\item The face at $x=0$ is perfectly passivated.
\item The contact at $x=L$ removes electrons at the rate $S\,n(L,t)$ per unit area, with constant $S$.
\end{itemize}

In atomic units the elementary charge is one, and for a non-degenerate carrier gas the Einstein relation reads $D=\mu kT$, with $\mu$ the mobility and $kT$ the thermal energy. In engineering units the thermal energy is divided by the elementary charge. The other equations of this half have the same form in both systems.

The particle current in the direction of increasing $x$ is $J=-D\,\partial n/\partial x$, since carriers diffuse down their density gradient. The number of carriers in a thin slice changes by what flows in, minus what flows out, minus what recombines:
\begin{equation}
\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial x}-\frac{n}{\tau_b}
=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.
\label{eq:continuity}
\end{equation}
No current crosses the passivated face. At the contact the arriving current equals the recombination rate. Hence
\begin{equation}
\frac{\partial n}{\partial x}(0,t)=0,\qquad
-D\frac{\partial n}{\partial x}(L,t)=S\,n(L,t).
\label{eq:bc}
\end{equation}
The minus sign in the second condition says that the density falls towards the contact, as it must if carriers are to flow there.

\subsection{Taking out the bulk losses}

Write $n(x,t)=e^{-t/\tau_b}u(x,t)$. The product rule gives
\begin{equation}
\frac{\partial n}{\partial t}=e^{-t/\tau_b}\left(\frac{\partial u}{\partial t}-\frac{u}{\tau_b}\right).
\end{equation}
Inserted in \eqref{eq:continuity}, the terms with $\tau_b$ cancel, and
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}.
\label{eq:diffusion}
\end{equation}
The prefactor does not depend on $x$, so $u$ obeys the same boundary conditions \eqref{eq:bc} as $n$. A decay of $u$ at the rate $\gamma$ is therefore a decay of $n$ at the rate $\gamma+1/\tau_b$. Within this model surface and bulk rates add without approximation.

\subsection{Separation and the sign of the rates}

Try $u=X(x)\,\Theta(t)$ in \eqref{eq:diffusion} and divide by $X\Theta$:
\begin{equation}
\frac{1}{\Theta}\frac{d\Theta}{dt}=\frac{D}{X}\frac{d^2X}{dx^2}=-\gamma .
\end{equation}
The left side depends on $t$ alone and the middle on $x$ alone, so both equal a constant, named $-\gamma$. Then $\Theta=e^{-\gamma t}$ and
\begin{equation}
-D X''=\gamma X,\qquad X'(0)=0,\qquad -DX'(L)=S X(L).
\label{eq:eig}
\end{equation}

To find the sign of $\gamma$, multiply by the complex conjugate $X^*$, integrate over the film, and integrate the left side by parts:
\begin{align}
\gamma\int_0^L|X|^2dx
&=-D\bigl[X^*X'\bigr]_0^L+D\int_0^L|X'|^2dx\nonumber\\
&=S\,|X(L)|^2+D\int_0^L|X'|^2dx .
\label{eq:positive}
\end{align}
The boundary term at $x=0$ vanishes because $X'(0)=0$. At $x=L$, $-DX'(L)$ was replaced by $SX(L)$. The right side is real and not negative, so $\gamma$ is real and not negative. If it were zero with $S>0$, both terms would have to vanish. Then $X$ would be constant and zero at $L$, hence zero everywhere. So $\gamma>0$: every mode decays, and none oscillates.

\subsection{The eigenvalue equation}

Since $\gamma>0$, we may define a positive number $z$ by
\begin{equation}
\gamma=\frac{Dz^2}{L^2}.
\label{eq:gamma}
\end{equation}
Equation~\eqref{eq:eig} becomes $X''=-(z/L)^2X$, with the general solution $A\cos(zx/L)+B\sin(zx/L)$. Its slope at $x=0$ is $Bz/L$, so $B=0$. With $A=1$,
\begin{equation}
X(x)=\cos\frac{zx}{L},\qquad X'(L)=-\frac{z}{L}\sin z .
\end{equation}
The contact condition then reads
\begin{equation}
\frac{Dz}{L}\sin z=S\cos z .
\end{equation}
Here $\cos z$ cannot vanish, because $\sin z$ would then be $\pm1$ and the left side would differ from zero. We may divide by it and multiply by $L/D$:
\begin{equation}
\boxed{\,z\tan z=h,\qquad h=\frac{SL}{D}\,}
\label{eq:root}
\end{equation}

The number $h$ compares the contact velocity $S$ with the diffusion velocity $D/L$. A small $h$ means that carriers spread through the film much faster than the contact consumes them.

The roots can be counted. Where $\tan z$ is negative, that is for $m\pi+\pi/2<z<(m+1)\pi$ with $m=0,1,2,\dots$, there is no root, since $h>0$. On each interval $m\pi<z<m\pi+\pi/2$ the derivative
\begin{equation}
\frac{d}{dz}(z\tan z)=\tan z+\frac{z}{\cos^2z}
\end{equation}
is positive, and $z\tan z$ rises from zero to infinity. Each such interval therefore holds one root. Call the roots $z_1<z_2<\cdots$. The slowest mode has $0<z_1<\pi/2$, and its decay time is the surface lifetime:
\begin{equation}
\tau_s=\frac{L^2}{Dz_1^2},\qquad
\frac1{\tau}=\frac1{\tau_b}+\frac1{\tau_s}.
\label{eq:taus}
\end{equation}
Here $\tau$ is the time constant seen late in the decay. From here on $z$ without an index means $z_1$, unless a general mode is named.

\subsection{When one lifetime is enough}

The next root satisfies $z_2>\pi$, while $z_1<\pi/2$. The surface rate $\gamma$ of the second mode is thus more than four times that of the first. The bulk rate adds equally to both, so it lowers the ratio of the total rates but leaves their difference unchanged. How much it matters at the start depends on how the carriers were generated.

Two modes $X_a$ and $X_b$ with different rates are orthogonal. Multiply the equation for $X_a$ by $X_b$, subtract the same with the labels exchanged, and integrate:
\begin{align}
(\gamma_a-\gamma_b)\int_0^LX_aX_b\,dx
&=-D\int_0^L(X_bX_a''-X_aX_b'')\,dx\nonumber\\
&=-D\bigl[X_bX_a'-X_aX_b'\bigr]_0^L=0 .
\end{align}
At $x=0$ both slopes vanish. At $x=L$ each slope is $-S/D$ times its own function, so the two products cancel.

Let the pulse create a uniform density $n_0$. The modes of this Sturm--Liouville problem form a complete set, so $n_0=\sum_jA_j\cos(z_jx/L)$. Multiplying by one mode and integrating isolates its coefficient. For any root $z$ the integrals are
\begin{align}
\int_0^L\cos\frac{zx}{L}\,dx&=\frac{L\sin z}{z},\\
\int_0^L\cos^2\frac{zx}{L}\,dx&=\frac L2\left(1+\frac{\sin z\cos z}{z}\right),
\end{align}
and their ratio gives
\begin{equation}
A=\frac{2n_0\sin z}{z+\sin z\cos z}.
\end{equation}
The mode holds $AL\sin z/z$ carriers per unit area out of $n_0L$. Its share is
\begin{equation}
w=\frac{2\sin^2z}{z(z+\sin z\cos z)} .
\label{eq:share}
\end{equation}
For the slowest mode, $w\to1$ when $z_1\to0$, and $w\to8/\pi^2=0.81$ when $z_1\to\pi/2$. With uniform generation the slowest mode thus dominates the carrier number from the start in both limits. Another generation profile changes the shares but not the decay times.

\subsection{The two limiting lifetimes}

\textit{Weak contact, $h\to0$.} On $0<z<\pi/2$ we have $\tan z>z$, so $h=z\tan z>z^2$, and $z$ must go to zero with $h$. Then $\tan z/z\to1$, which means $h/z^2\to1$. Replacing $z^2$ by $h$ in \eqref{eq:taus} gives
\begin{equation}
\tau_s\to\frac{L^2}{Dh}=\frac LS .
\label{eq:weak}
\end{equation}
The diffusion coefficient has dropped out. The density is nearly flat, the film holds $nL$ carriers per unit area, and the contact removes $Sn$ of them per unit time.

\textit{Strong contact, $h\to\infty$.} Since $z<\pi/2$, we have $\tan z=h/z>2h/\pi$. The tangent grows without limit, so $z\to\pi/2$ and
\begin{equation}
\tau_s\to\frac{4L^2}{\pi^2D}.
\label{eq:strong}
\end{equation}
Now $S$ has dropped out. The density at the contact is nearly zero, the profile is a quarter wave of a cosine, and the decay waits for diffusion.

Equation~\eqref{eq:formula} is the sum of these two results. If $L$ and $D$ are held fixed, its second term is negligible beside the first as $S\to0$, and its first term vanishes as $S\to\infty$. It therefore recovers both limits. That alone says nothing about its accuracy in between, since many other functions have the same two limits.

\subsection{Bounds between the limits}

The root equation gives $1/h=\cot z/z$. Adding and subtracting this in $1/z^2$ yields an identity:
\begin{equation}
\frac{D\tau_s}{L^2}=\frac1{z^2}=\frac1h+f(z),\qquad
f(z)=\frac{1-z\cot z}{z^2}.
\label{eq:identity}
\end{equation}
The term $1/h$ is $L/S$ in units of $L^2/D$. All the effect of diffusion is in $f$.

To see how $f$ varies, expand $\cos(zs)$ on $-1\le s\le1$ in the functions $\cos(m\pi s)$. The constant term is $\sin z/z$. The other coefficients are
\begin{align}
a_m&=2\int_0^1\cos(zs)\cos(m\pi s)\,ds\nonumber\\
&=\frac{\sin(z+m\pi)}{z+m\pi}+\frac{\sin(z-m\pi)}{z-m\pi}
=(-1)^m\frac{2z\sin z}{z^2-m^2\pi^2}.
\end{align}
They fall as $1/m^2$, and the periodic continuation of the even function $\cos(zs)$ is continuous, so the series may be used at $s=1$. There $\cos(m\pi)=(-1)^m$ cancels the sign. Multiplying the result by $z/\sin z$ gives
\begin{equation}
z\cot z=1-\sum_{m=1}^{\infty}\frac{2z^2}{m^2\pi^2-z^2},
\label{eq:cot}
\end{equation}
and therefore
\begin{equation}
f(z)=\sum_{m=1}^\infty\frac{2}{m^2\pi^2-z^2}.
\label{eq:f}
\end{equation}
Each term increases with $z$ on $0<z<\pi/2$, so $f$ increases. Its end values follow from \eqref{eq:identity}. Near zero, $z\cot z=1-z^2/3-z^4/45-\cdots$, so $f\to1/3$. At $z=\pi/2$ the cotangent vanishes, so $f=4/\pi^2$. For every finite positive $S$,
\begin{equation}
\boxed{\,\frac LS+\frac{L^2}{3D}<\tau_s<\frac LS+\frac{4L^2}{\pi^2D}\,}
\label{eq:bounds}
\end{equation}
The formula is the upper bound. The two numerical factors, $0.333$ and $0.405$, differ by $0.072$, so the formula exceeds the true lifetime by less than $0.072\,L^2/D$. The relative error is found in the second half.

\section{Accuracy, inversion and a worked film}

\subsection{Symbols and results carried over}

The film has thickness $L$, diffusion coefficient $D$, a passivated face at $x=0$ and a contact of recombination velocity $S$ at $x=L$. With $h=SL/D$, the surface lifetime is $\tau_s=L^2/(Dz^2)$, where $z\tan z=h$ and $0<z<\pi/2$. The interpolation is $\tau_F=L/S+4L^2/(\pi^2D)$. The identity $D\tau_s/L^2=1/h+f(z)$ holds, with $f=(1-z\cot z)/z^2=\sum_{m\ge1}2/(m^2\pi^2-z^2)$ increasing from $1/3$ to $4/\pi^2$. Bulk losses add their rate $1/\tau_b$ to $1/\tau_s$.

The surface lifetime now follows from the root of $z\tan z=h$, and the interpolation $\tau_F$ has proved to be an upper bound that becomes correct for very weak and very strong contacts. What remains is to find its largest relative error, to extract $S$ from a measured lifetime, and to test the results and the model's assumptions on a worked film.

All numerical values are calculated from the stated model.
